# Chiral Néel walls and the onset of the magnetic cycloid

## Problem

A thin magnetic film has its normal along \(z\). Its magnetization has fixed length and direction \(\mathbf m\), with \(|\mathbf m|=1\), and varies along one in-plane coordinate \(x\). A prime denotes \(d/dx\). The energy per volume is

\[
w=A|\mathbf m'|^2+K(1-m_z^2)-D\,(m_z m_x'-m_x m_z').
\]

Here \(A>0\) is the exchange stiffness and \(K>0\) an effective anisotropy that favours the normal. The last term is the interfacial Dzyaloshinskii–Moriya interaction (DMI), with \(D\ge 0\). Reversing the sign of \(D\) reverses the preferred sense of rotation and changes no energy minimum.

The local part of the thin-film demagnetizing energy is contained in \(K\). Nonlocal dipolar fields, applied fields, temperature and film edges are left out. The uniform states \(\mathbf m=\pm\hat{\mathbf z}\) have \(w=0\).

1. What is the lowest energy per wall area of a wall from up (\(x\to-\infty\)) to down (\(x\to+\infty\)), and how does the magnetization turn inside it?
2. Above which \(D\) does a modulated state have lower energy than the ferromagnet?
3. What is the period of that state? Evaluate it for \(A=10\) pJ/m, \(K=0.40\) MJ/m³ and \(D=2.6,\,3.0,\,4.0,\,6.0\) mJ/m². These are round model parameters, in the SI-based units natural to micromagnetics.

## First estimate by scaling

Measure length in units of \(\Delta=\sqrt{A/K}\), so that \(x=\Delta\xi\). Exchange and anisotropy then both carry the factor \(K\), and the DMI carries \(D/\Delta=K\,D/\sqrt{AK}\). One dimensionless number, \(D/\sqrt{AK}\), remains. Wall energies are therefore \(\sqrt{AK}\) times a function of this number, periods are \(\Delta\) times another, and the threshold is a pure number times \(\sqrt{AK}\).

To estimate the pure number, let the magnetization rotate uniformly in the \(xz\) plane: \(\mathbf m=(\sin qx,0,\cos qx)\). Then \(|\mathbf m'|^2=q^2\), the mean of \(1-m_z^2=\sin^2 qx\) is \(1/2\), and

\[
m_zm_x'-m_xm_z'=q(\cos^2qx+\sin^2qx)=q .
\]

The mean energy density is \(Aq^2+K/2-Dq\). Its derivative vanishes at \(q=D/2A\), which gives

\[
\Lambda_{\rm est}=\frac{2\pi}{q}=\frac{4\pi A}{D},\qquad
\bar w_{\rm est}=\frac K2-\frac{D^2}{4A}.
\]

This energy becomes negative above \(D_{\rm est}=\sqrt2\,\sqrt{AK}\). For the given parameters,

\[
\Delta=\sqrt{\frac{10\times10^{-12}}{0.40\times10^{6}}}\ \text{m}=5.0\ \text{nm},\qquad
\sqrt{AK}=2.0\ \text{mJ/m}^2,
\]

so \(D_{\rm est}=2.83\) mJ/m². Uniform rotation is a trial state, so its energy is an upper bound to the minimum. The true threshold cannot lie above \(D_{\rm est}\).

## Exact solution

### The wall

Let \(\theta\) be the polar angle from \(+z\) and \(\varphi\) a constant azimuth, so that \(\mathbf m=(\sin\theta\cos\varphi,\sin\theta\sin\varphi,\cos\theta)\). The DMI combination is

\[
m_zm_x'-m_xm_z'=\cos\varphi\,(\cos^2\theta+\sin^2\theta)\,\theta'=\cos\varphi\,\theta'.
\]

Completing the square in exchange and anisotropy gives

\[
w=\left(\sqrt A\,\theta'-\sqrt K\sin\theta\right)^2
+2\sqrt{AK}\,\sin\theta\,\theta'-D\cos\varphi\,\theta'.
\]

The last two terms are total derivatives. As \(\theta\) goes from \(0\) to \(\pi\), they integrate to \(2\sqrt{AK}\cdot2\) and \(-\pi D\cos\varphi\), whatever the profile. The square is never negative, and it vanishes when \(\theta'=\sin\theta/\Delta\). Since \(d\theta/\sin\theta=d\ln\tan(\theta/2)\), the profile centred at \(x=0\) is

\[
\theta(x)=2\arctan e^{x/\Delta},\qquad
\sigma(\varphi)=4\sqrt{AK}-\pi D\cos\varphi .
\]

For \(D>0\) the minimum is at \(\varphi=0\), where the magnetization turns in the plane that contains \(x\). This is a Néel wall of one chirality, with \(m_x>0\) at its centre, and

\[
\boxed{\sigma=4\sqrt{AK}-\pi D}.
\]

The DMI does not change the profile at fixed \(\varphi\), because it counts only the total angle turned. At \(D=2.0\) mJ/m² the favoured wall has \(\sigma=8.000-6.283=1.717\) mJ/m². The Bloch wall, \(\varphi=90^\circ\), costs 8.000 mJ/m², and the Néel wall of opposite chirality 14.283 mJ/m². That an azimuth varying through the wall cannot lower the energy is shown below, for \(D\) up to the threshold.

### The threshold

The energy density is unchanged by \(\theta\to\theta+\pi\). A second wall, from down back to up, therefore also costs \(\sigma\) if the rotation continues in the same sense. Well-separated walls lower the total energy as soon as \(\sigma<0\), that is, above

\[
\boxed{D_c=\frac{4\sqrt{AK}}{\pi}} .
\]

Conversely, the completed square shows that every half turn in the \(xz\) plane costs at least \(4\sqrt{AK}-\pi D\), which is positive below \(D_c\). Here \(D_c=8.000/\pi=2.546\) mJ/m². At \(D=3.0\) mJ/m² one wall has \(\sigma=8.000-9.425=-1.425\) mJ/m².

### The cycloid

A negative wall energy invites more walls, until inserting one more wall into a film of fixed length raises the total overlap energy by as much as that wall gains. With \(\varphi=0\), \(w=A\theta'^2+K\sin^2\theta-D\theta'\). The DMI term is a total derivative and drops out of the Euler–Lagrange equation, \(2A\theta''=2K\sin\theta\cos\theta\). Multiplying by \(\theta'\) and integrating gives

\[
A\theta'^2=K\sin^2\theta+C .
\]

For \(C>0\) the angle advances forever. For \(C=0\) it makes a single wall, and for \(C<0\) it turns back before reaching a multiple of \(\pi\). Taking \(C>0\), the length of a half turn is

\[
\ell(C)=\int_0^\pi\sqrt{\frac{A}{K\sin^2\theta+C}}\;d\theta .
\]

On a solution \(K\sin^2\theta=A\theta'^2-C\), so \(w=2A\theta'^2-C-D\theta'\). Integrating over a half turn with \(\theta'dx=d\theta\) and dividing by \(\ell\) gives the mean energy density

\[
\bar w=\frac{J(C)-\pi D}{\ell(C)}-C,\qquad
J(C)=\int_0^\pi2\sqrt{A(K\sin^2\theta+C)}\,d\theta .
\]

Differentiation under the integral gives \(dJ/dC=\ell\). Hence

\[
\frac{d\bar w}{dC}=\frac{\ell}{\ell}-\frac{(J-\pi D)}{\ell^2}\frac{d\ell}{dC}-1
=-\frac{J-\pi D}{\ell^2}\,\frac{d\ell}{dC}.
\]

Because \(d\ell/dC<0\), the sign is that of \(J-\pi D\). Since \(J\) increases with \(C\), the energy falls until \(J=\pi D\) and rises afterwards. The minimum is at

\[
J(C)=\pi D,\qquad \bar w=-C .
\]

As \(J(0)=4\sqrt{AK}=\pi D_c\), a solution with \(C>0\) exists when \(D>D_c\).

To evaluate the integrals, put \(\theta=\pi/2+\psi\) and \(k^2=K/(K+C)\). Then \(K\sin^2\theta+C=(K+C)(1-k^2\sin^2\psi)\). The complete elliptic integrals are

\[
\mathcal K(k)=\int_0^{\pi/2}\!\frac{d\psi}{\sqrt{1-k^2\sin^2\psi}},\qquad
\mathcal E(k)=\int_0^{\pi/2}\!\sqrt{1-k^2\sin^2\psi}\;d\psi .
\]

The range of \(\psi\), from \(-\pi/2\) to \(\pi/2\), gives each of them twice. With \(\sqrt{K+C}=\sqrt K/k\), the condition \(J=\pi D\) reads \(4\sqrt{AK}\,\mathcal E/k=\pi D\). A full period is \(\Lambda=2\ell\). Therefore

\[
\boxed{\frac{\mathcal E(k)}{k}=\frac{D}{D_c},\qquad
\Lambda=4\Delta\,k\,\mathcal K(k)},\qquad
\bar w=-K\,\frac{1-k^2}{k^2}.
\]

The root is unique. Differentiating the integrand of \(\mathcal E\) gives \(d\mathcal E/dk=(\mathcal E-\mathcal K)/k\), so

\[
\frac{d}{dk}\frac{\mathcal E}{k}=\frac{\mathcal E-\mathcal K}{k^2}-\frac{\mathcal E}{k^2}=-\frac{\mathcal K}{k^2}<0 ,
\]

and \(\mathcal E/k\) falls from infinity at \(k\to0\) to 1 at \(k=1\). Bisection is sufficient to find \(k\).

For \(D=3.0\) mJ/m² the ratio is \(D/D_c=1.1781\) and the root is \(k=0.94393\), so \(k^2=0.8910\). This can be checked by hand with the trapezoidal rule at \(\psi=0,\,22.5^\circ,\,45^\circ,\,67.5^\circ,\,90^\circ\), where the step is \(\pi/8\) and the end points have half weight:

\[
\mathcal E\approx\frac{\pi}{8}(0.500+0.932+0.745+0.489+0.165)=1.112,
\]
\[
\mathcal K\approx\frac{\pi}{8}(0.500+1.072+1.343+2.043+1.514)=2.542 .
\]

The first gives \(\mathcal E/k=1.178\), as required. The second gives \(\Lambda\approx4(5.0\ \text{nm})(0.94393)(2.542)=48.0\) nm. The accurate value is 47.9 nm. The mean energy density is \(-400\,(1/0.8910-1)=-48.9\) kJ/m³.

### Close to threshold

Let \(k'^2=1-k^2\). Replacing \(\psi\) by \(\pi/2-\psi\) in \(\mathcal K\) and setting \(t=\tan\psi\) gives

\[
\mathcal K=\int_0^\infty\frac{dt}{\sqrt{(1+t^2)(t^2+k'^2)}} .
\]

The substitution \(t\to k'/t\) maps the part above \(\sqrt{k'}\) onto the part below it, so \(\mathcal K\) is twice the integral from 0 to \(\sqrt{k'}\). There \(1+t^2\approx1\) for small \(k'\), and

\[
\mathcal K\approx2\,\mathrm{arsinh}\frac1{\sqrt{k'}}\approx2\ln\frac{2}{\sqrt{k'}}=\ln\frac4{k'} .
\]

Integrating \(d(\mathcal E/k)/dk=-\mathcal K/k^2\) from \(k\) to 1, with \(k\,dk=-k'dk'\), yields to leading order

\[
\frac D{D_c}-1\approx\int_0^{k'}\tau\ln\frac4\tau\,d\tau
=\frac{k'^2}{2}\left(\ln\frac4{k'}+\frac12\right),\qquad
\Lambda\approx4\Delta\ln\frac4{k'} .
\]

The period diverges only logarithmically. It is 82 nm when \(D\) exceeds \(D_c\) by one per cent, 133 nm at an excess of \(10^{-4}\), and 182 nm at \(10^{-6}\).

The logarithm reflects a short-ranged repulsion between walls. Without DMI, a half turn of length \(\ell\) costs \(J-C\ell\), which is \(4\sqrt{AK}\) plus an interaction \(V(\ell)\). Since \(dJ=\ell\,dC\), one finds \(dV/d\ell=-C\), so \(C\) is the repulsive force per area. Near threshold \(C\approx Kk'^2\approx16K e^{-\ell/\Delta}\), and integration gives \(V\approx16\sqrt{AK}\,e^{-\ell/\Delta}\). A weakly negative \(\sigma\) is balanced by this exponential tail at a large spacing.

This regime is the one most sensitive to the neglected nonlocal dipolar field. For a film of thickness \(t\) and magnetization \(M_s\), that field adds \(\tfrac12\mu_0M_s^2\,g(|q|t)\,(|m_{x,q}|^2-|m_{z,q}|^2)\) per Fourier component, with \(g(y)=1-(1-e^{-y})/y\), and so rewards wide up and down domains. With \(t=0.6\) nm and \(M_s=1.1\) MA/m, a modulated state rotating in the \(xz\) plane already has negative energy below \(D_c\): its period is about 110 nm at \(D=2.5\) mJ/m² and about 270 nm at 2.4 mJ/m². The divergence at \(D_c\) and the periods at very small excess are therefore properties of the model, not of such a film. The periods at 2.6 and 3.0 mJ/m² change by only 1–2%, while the mean energy densities drop to about \(-13\) and \(-57\) kJ/m³. The same term charges a Néel wall about 0.2 mJ/m², so a pure Néel wall then requires \(D\) above roughly 0.12 mJ/m², not merely \(D>0\).

### Can a rotation out of the plane do better?

So far \(\mathbf m\) has been confined to one plane. To remove this restriction, write any texture as

\[
\mathbf m=(\cos\beta\sin\alpha,\ \sin\beta,\ \cos\beta\cos\alpha),
\]

where \(\alpha(x)\) is the angle in the \(xz\) plane and \(\beta(x)\) the tilt out of it. Then \(|\mathbf m'|^2=\beta'^2+\cos^2\!\beta\,\alpha'^2\), \(1-m_z^2=\sin^2\!\beta+\cos^2\!\beta\sin^2\!\alpha\), and the DMI combination is \(\cos^2\!\beta\,\alpha'\). Thus

\[
w=A\beta'^2+K\sin^2\!\beta+\cos^2\!\beta\,\left[A\alpha'^2+K\sin^2\!\alpha-D\alpha'\right].
\]

First take \(D\ge D_c\), with \(C\) fixed by \(J(C)=\pi D\). From \(a^2+b^2\ge2ab\), the bracket is at least \(-C+g(\alpha)\alpha'\), where \(g=2\sqrt{A(K\sin^2\!\alpha+C)}-D\). The integral of \(g\) over \(\pi\) is \(J-\pi D=0\), so its primitive \(G\), with \(G(0)=0\), is periodic and bounded. Integrating by parts,

\[
\cos^2\!\beta\,G'=(\cos^2\!\beta\,G)'+2\sin\beta\cos\beta\,\beta'G .
\]

Completing the square in \(\beta'\) and using \(\cos^2\!\beta\le1\) gives

\[
w+C\ \ge\ (\cos^2\!\beta\,G)'+\sin^2\!\beta\left(K+C-\frac{G^2}{A}\right).
\]

The total derivative has zero mean over a long film. Where \(\cos\beta=0\) the angle \(\alpha\) is undefined, but \(\cos^2\!\beta\,G\) vanishes there and stays continuous.

It remains to bound \(G\). By the symmetry of \(g\) about \(\pi/2\), \(G(\pi/2)=0\) too. On \([0,\pi/2]\), \(g\) rises from \(-g_1\) to \(g_2\) and changes sign at some \(\alpha_0\), where \(|G|\) has its maximum \(P\). Then \(P\le g_1\alpha_0\) and \(P\le g_2(\pi/2-\alpha_0)\), so

\[
\frac\pi2\ \ge\ P\left(\frac1{g_1}+\frac1{g_2}\right)\ \ge\ \frac{4P}{g_1+g_2}.
\]

Since \(g_1+g_2=2\sqrt A(\sqrt{K+C}-\sqrt C)\le2\sqrt{AK}\), we have \(P\le(\pi/4)\sqrt{AK}\). Hence \(G^2<A(K+C)\), the last term is nonnegative, and the mean energy is at least \(-C\). The cycloid attains this bound.

For \(D<D_c\), put \(s=D/D_c\). The energy is linear in \(D\), so \(w_D=(1-s)w_0+s\,w_{D_c}\). Both parts have nonnegative mean, and the ferromagnet attains zero. For an up-to-down wall, \(G\) vanishes at both ends, so \(w_{D_c}\) integrates to at least zero. The part \(w_0\) integrates to at least \(4\sqrt{AK}\), because \(|\mathbf m'|\ge|\theta'|\). The total is at least \((1-s)4\sqrt{AK}=4\sqrt{AK}-\pi D\). No wall lies below the Néel wall for \(D\le D_c\). Above \(D_c\), extra turns can lower the energy further, and \(\sigma\) is then the energy of a single half turn.

These statements cover textures that depend on one coordinate. Two-dimensional textures such as skyrmion lattices are not compared.

A lower cycloid energy does not make the ferromagnet unstable. For \(\mathbf m\approx(u_x,u_y,1-u^2/2)\) with small \(u\), the energy to second order is \(A|\mathbf u'|^2+K|\mathbf u|^2-Du_x'\), and the last term integrates to zero in the bulk. The rest is positive at every \(D\), so a uniform bulk must cross a barrier to reach the cycloid. This does not extend to a film with free edges, where the total derivative survives. There the boundary condition \(2A\theta'=D\), joined to the decaying tail \(|\theta'|=|\sin\theta|/\Delta\), tilts the edge by \(|\sin\theta_{\rm edge}|=D/(2\sqrt{AK})\). Above \(D=2\sqrt{AK}\), here 4.0 mJ/m², no such tilted state exists, and walls enter from the edge without a barrier.

## Comparison

Lengths are in nm and mean energy densities in kJ/m³; \(D\) is in mJ/m².

| \(D\) | \(\Lambda_{\rm est}\) | \(\Lambda\) | \(\bar w_{\rm est}\) | \(\bar w\) |
|---|---|---|---|---|
| 2.6 | 48.3 | 73.6 | +31 | −4.0 |
| 3.0 | 41.9 | 47.9 | −25 | −48.9 |
| 4.0 | 31.4 | 32.5 | −200 | −212.8 |
| 6.0 | 20.9 | 21.1 | −700 | −705.6 |

The estimated threshold, 2.83 mJ/m², is 11% above the exact 2.55 mJ/m². At \(D=2.6\) mJ/m² the estimate therefore still favours the ferromagnet, although the cycloid is already lower.

At strong DMI the two solutions merge. For \(k\to0\) both elliptic integrals tend to \(\pi/2\), so \(k\approx\pi D_c/(2D)\) and

\[
\Lambda\approx2\pi\Delta k=\frac{\pi^2\Delta D_c}{D}=\frac{4\pi A}{D}.
\]

Since \(\theta'\propto\sqrt{1-k^2\sin^2\psi}\), the slowest and fastest turning rates have the ratio \(\sqrt{1-k^2}\), which tends to 1 in this limit. The period converges sooner than the profile: at \(D=6.0\) mJ/m² this ratio is still 0.80, but the periods nearly agree. At \(D=6.0\) mJ/m² the estimated period is 0.6% below the exact one; at 3.0 mJ/m² it is 13% below.

Near threshold the estimate fails in kind. At \(D_{\rm est}\) it gives a finite period, \(2\sqrt2\,\pi\Delta=44\) nm, and so a sudden jump to a dense modulation. In the exact solution the wall density grows continuously from zero. Uniform rotation cannot describe wide domains separated by narrow walls. Its mean anisotropy energy density is \(K/2\) at any period, whereas that of the exact solution tends to zero as the domains widen.

The numerical output gives two independent checks. A Fourier minimization without elliptic integrals reproduces all four periods to the digits shown. Relaxed chains of three-component spins give 1.718 mJ/m² for the wall at \(D=2.0\) mJ/m² and \(-48.6\) kJ/m³ for the cycloid at 3.0 mJ/m², both within the tolerance set for the lattice error. At \(0.95D_c\) the lowest of six random starts stopped at \(+33\) kJ/m³. This respects the bound of zero but tests it only weakly. None of these runs reached the ferromagnet, and their convergence was not checked, so the configurations in which they stopped need not be metastable states.

## Calculated quantities

```
exchange stiffness A = 10.0 pJ/m
effective anisotropy K = 0.40 MJ/m^3
wall width parameter sqrt(A/K) = 5.000 nm
sqrt(AK) = 2.000 mJ/m^2
wall energy without DMI = 8.000 mJ/m^2
threshold D_c = 2.5465 mJ/m^2
D = 2.0 mJ/m^2: Neel wall energy = 1.7168 mJ/m^2
D = 3.0 mJ/m^2: Neel wall energy = -1.4248 mJ/m^2
quadrature of wall energy at D = 2.0 mJ/m^2:
  azimuth   0 deg: 1.7168 mJ/m^2
  azimuth  60 deg: 4.8584 mJ/m^2
  azimuth  90 deg: 8.0000 mJ/m^2
  azimuth 180 deg: 14.2832 mJ/m^2
relaxed spin-chain wall, same D = 1.7180 mJ/m^2
cycloid:
 D = 2.6 mJ/m^2, D/D_c = 1.0210, k = 0.99501
   period, elliptic formula = 73.594 nm
   period, Fourier minimum  = 73.594 nm
   strong-DMI value 4 pi A/D = 48.332 nm
   mean energy density = -4.020 kJ/m^3
 D = 3.0 mJ/m^2, D/D_c = 1.1781, k = 0.94393
   period, elliptic formula = 47.908 nm
   period, Fourier minimum  = 47.908 nm
   strong-DMI value 4 pi A/D = 41.888 nm
   mean energy density = -48.928 kJ/m^3
 D = 4.0 mJ/m^2, D/D_c = 1.5708, k = 0.80795
   period, elliptic formula = 32.497 nm
   period, Fourier minimum  = 32.497 nm
   strong-DMI value 4 pi A/D = 31.416 nm
   mean energy density = -212.759 kJ/m^3
 D = 6.0 mJ/m^2, D/D_c = 2.3562, k = 0.60150
   period, elliptic formula = 21.076 nm
   period, Fourier minimum  = 21.076 nm
   strong-DMI value 4 pi A/D = 20.944 nm
   mean energy density = -705.577 kJ/m^3
D/D_c - 1 = 1e-02: period = 82.05 nm
D/D_c - 1 = 1e-04: period = 132.54 nm
D/D_c - 1 = 1e-06: period = 181.54 nm
max |G|/sqrt(AK) at D_c = 0.4210 (dimensionless)
max |G|/sqrt(AK) at D = 3.0 mJ/m^2: 0.3423
spin rings at D = 3.0 mJ/m^2, mean energy density:
  wound start = -48.57 kJ/m^3
  lowest of 6 random starts = -48.57 kJ/m^3
spin rings at 0.95 D_c, lowest of 6 random starts = 33.44 kJ/m^3
```
